# Silicon conduction valleys projected onto (001) and (111) silicide interface zones, part 2

An electron crosses from a silicide into silicon through a (001) or (111) interface. The question is which silicon conduction states it can reach, given its parallel wave vector.

Positions are in units of the cubic lattice constant $a$ and wave vectors in units of $2\pi/a$, with components along the cubic axes. Bulk reciprocal vectors $\mathbf G$ have integer components, all even or all odd. The bulk zone centre is $\Gamma$, and L is $\tfrac12(1,1,1)$. The six lowest conduction minima (valleys) lie at $\kappa\,\mathbf e$, with $\mathbf e\in\{\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}\}$ and $0<\kappa<1$.

The interface has unit normal $\mathbf n$ and is assumed to be 1×1: it has the lateral period of an ideal silicon plane, and the silicide is strained into registry. An elastic crossing then conserves the in-plane part $\mathbf k_\parallel$ of the wave vector up to a vector $\mathbf g$ of the interface reciprocal lattice, which has the basis $\mathbf b_1,\mathbf b_2$. The normal component is not conserved. The silicon states compatible with one $\mathbf k_\parallel$ lie on a rod

$$
\mathbf k=\mathbf k_\parallel+s\,\mathbf n,
$$

and a valley projects onto

$$
\mathbf k_\parallel=\kappa\,[\mathbf e-\mathbf n(\mathbf n\cdot\mathbf e)] .
$$

The centre of the interface zone is $\bar\Gamma$.

- **(001):** $\mathbf b_{1,2}=(1,\pm1,0)$, zone area 2, rod length 2. $\bar{\mathrm M}=(1,0,0)$ is a corner of the square zone. Two valleys project onto $\bar\Gamma$, where the rod meets them at $s=\pm\kappa$. The other four lie at $(\pm\kappa,0,0)$ and $(0,\pm\kappa,0)$.
- **(111):** $\mathbf b_1=\tfrac13(4,-2,-2)$, $\mathbf b_2=\tfrac13(2,2,-4)$, zone area $4/\sqrt3$, rod length $\sqrt3$. $\bar{\mathrm M}$ is an edge midpoint of the hexagonal zone, for example $\tfrac12\mathbf b_1$. All six valleys project to separate points at the distance $\kappa\sqrt{2/3}$ from $\bar\Gamma$, one of them at $\kappa\,\mathbf b_1/2$. The rod through $\bar\Gamma$ runs from $\Gamma$ to L and contains no valley.

## Second half: energies, decay and the real contact

From the first half, $\mathbf n$ is the interface normal, $\mathbf k_\parallel$ the conserved parallel wave vector, and $\mathbf k_\parallel+s\mathbf n$ the rod of silicon states that share it. Wave vectors are in units of $2\pi/a$. The valleys lie at $\kappa\mathbf e$ along the cubic axes. On (001), two project onto the zone centre $\bar\Gamma$ and four lie at the fraction $\kappa$ of the line $\bar\Gamma$–$\bar{\mathrm M}$. On (111), all six lie at the fraction $\kappa$ of such lines, where $|\bar{\mathrm M}|=\sqrt{2/3}$.

These statements concern the positions of the minima. They do not say that silicon lacks conduction states at $\bar\Gamma$ on (111). The rod from $\Gamma$ to L carries a conduction band like any other line, and the question is where that band begins. The relevant quantity is the projected edge,

$$
E_{\rm edge}(\mathbf k_\parallel)=\min_s E_c(\mathbf k_\parallel+s\,\mathbf n),
$$

where $E_c$ is the energy of the lowest conduction band. With $E_{\min}$ the energy of the valleys, $E_{\rm edge}(\bar\Gamma)=E_{\min}$ on (001), because the rod contains a valley. On (111) it does not, so the edge at $\bar\Gamma$ lies higher by a step $\Delta$.

The size of $\Delta$ needs a band structure. The Cohen–Bergstresser local pseudopotential gives one from three form factors. With $\mathbf G$ and $\mathbf G'$ labelling plane waves, its Hamiltonian is

$$
H_{\mathbf G\mathbf G'}=U|\mathbf k+\mathbf G|^2\,\delta_{\mathbf G\mathbf G'}+V_{\mathbf G-\mathbf G'},\qquad U=\frac{\hbar^2}{2m_e}\left(\frac{2\pi}{a}\right)^2 .
$$

For $a=0.543$ nm, the unit $2\pi/a$ is 11.571 nm⁻¹ and $U=5.101$ eV. For a difference $\mathbf g=\mathbf G-\mathbf G'$ with $|\mathbf g|^2=3$, 8 or 11, the element $V_{\mathbf g}$ is the form factor ($-0.21$, 0.04 or 0.08 Ry) times $\cos[\tfrac{\pi}{4}(g_x+g_y+g_z)]$; all other elements are set to zero. The cosine is the structure factor of the two atoms in the primitive cell, placed at $\pm\tfrac18(1,1,1)$. Spin–orbit coupling and the nonlocal part of the potential are left out. A search over the irreducible part of the bulk zone with a grid spacing of 0.05 places the lowest conduction state on a cubic axis, and refinement along the axis gives $\kappa=0.853$. The values quoted here use a fixed basis of 113 plane waves. A converged basis moves $\kappa$ from 0.8527 to 0.8537, the masses and the step $\Delta$ by about 0.001, and the valley distance on (111) by 0.01 nm⁻¹. The computed gap is 0.82 eV, against roughly 1.1 eV in real silicon, so the energies below may be wrong by a few tenths of an electronvolt.

On (111), the minimum on the $\bar\Gamma$ rod is found at 0.501 of the rod length. The point L is at 0.5, and symmetry makes the band stationary there if it is smooth. Time reversal gives $E_c(-\mathbf k)=E_c(\mathbf k)$, and L and $-$L differ by a reciprocal vector, so $E_c(\mathrm L+\mathbf q)=E_c(-\mathrm L-\mathbf q)=E_c(\mathrm L-\mathbf q)$. The step is

$$
\Delta=1.06\ \text{eV}.
$$

Along $\bar\Gamma$–$\bar{\mathrm M}$ on (111), the edge first rises, through 1.73 eV above $E_{\min}$ at the fraction 0.2 to a peak of about 1.78 eV near 0.23, then falls to 0.33 eV at 0.6 and 0.015 eV at 0.8. A free search in the plane spanned by $\bar{\mathrm M}$ and $\mathbf n$ finds the minimum at the fraction 0.853, as the projection formula requires. On (001) the edge starts from zero at $\bar\Gamma$, rises to a peak of about 1.65 eV near the fraction 0.28, and comes down to the in-plane valley.

The shape of a projected valley also follows from the bulk. Close to its minimum the energy is quadratic in the displacement $\mathbf q$,

$$
E_c=E_{\min}+U\,\mathbf q\cdot W\mathbf q,\qquad W=M^{-1},
$$

where $M$ is the mass tensor in units of the electron mass. For given $\mathbf q_\parallel$, the energy must be minimized over the normal part of $\mathbf q$. Setting the derivative along $\mathbf n$ to zero gives $\mathbf n\cdot W\mathbf q=0$, so the vector $\mathbf p=W\mathbf q$ lies in the plane. Now $\mathbf q=M\mathbf p$, and its in-plane part is $\mathbf q_\parallel=M_\parallel\mathbf p$, where $M_\parallel$ is the in-plane block of $M$. Hence $\mathbf p=M_\parallel^{-1}\mathbf q_\parallel$. Since $\mathbf p$ has no normal component, $\mathbf q\cdot W\mathbf q=\mathbf q\cdot\mathbf p=\mathbf q_\parallel\cdot\mathbf p$, and

$$
E_{\rm edge}=E_{\min}+U\,\mathbf q_\parallel\cdot M_\parallel^{-1}\mathbf q_\parallel .
$$

The projected mass tensor is the in-plane block of the bulk mass tensor. With the longitudinal mass $m_l$ along $\mathbf e$ and the transverse mass $m_t$ across it,

$$
M=m_t\,\mathbb 1+(m_l-m_t)\,\mathbf e\,\mathbf e^{T}.
$$

On (111), the in-plane part of $\mathbf e$ has the squared length $\tfrac23$ and points along $\bar\Gamma$–$\bar{\mathrm M}$. The mass in that direction is

$$
m_p=m_t+\tfrac23(m_l-m_t)=\frac{2m_l+m_t}{3},
$$

and across it the mass is $m_t$. On (001), the two valleys at $\bar\Gamma$ have the mass $m_t$ in both in-plane directions. The computed bands give $m_l=0.872$ and $m_t=0.185$, so $m_p=(1.744+0.185)/3=0.643$. The curvature of the projected edge, obtained by minimizing the band energy itself over $s$, also gives 0.643. The parabola can be compared with the edge at the fraction 0.8 on (111), where the displacement is $0.0527\sqrt{2/3}$:

$$
\frac{5.101\times\frac23\times0.0527^2}{0.643}\ \text{eV}=0.015\ \text{eV},
$$

which is the value found from the bands.

Consider now an electron in the silicide with $\mathbf k_\parallel=0$ and an energy just above $E_{\min}$. On (001) the rod offers it propagating states near $s=\pm\kappa$. On (111) its energy lies above the valence band and below the conduction edge of the rod, so no real $s$ is available. The wave in silicon can then contain only complex values of $s$, and it decays away from the interface. These values follow from the same Hamiltonian with the energy $E$ given and $s$ unknown. Writing $\mathbf c$ for the vector of plane-wave amplitudes, and using $|s\mathbf n+\mathbf G|^2=s^2+2s\,\mathbf n\cdot\mathbf G+G^2$, one has

$$
\left[s^2+2s\,D+K\right]\mathbf c=0 .
$$

Here $D$ is diagonal with entries $\mathbf n\cdot\mathbf G$, and $K$ is the matrix with elements $G^2\delta_{\mathbf G\mathbf G'}+(V_{\mathbf G-\mathbf G'}-E\,\delta_{\mathbf G\mathbf G'})/U$. With $\mathbf d=s\mathbf c$, this quadratic problem becomes the linear pair $s\mathbf c=\mathbf d$ and $s\mathbf d=-K\mathbf c-2D\mathbf d$, an ordinary eigenvalue problem for $s$.

At the energy $E_{\min}+k_BT$ with $T=300$ K, where $k_BT=0.02585$ eV, the (001) rod has real solutions near $\kappa$. The (111) rod has none. Its slowest decay constant is 1.27 nm⁻¹ for the amplitude. Once the faster-decaying parts of the wave have died out, the intensity falls as $e^{-2\times1.27\,z}$ with the depth $z$ in nm, so the decay length is $1/(2\times1.27)=0.39$ nm. Over 5 nm this exponential drops by the factor $e^{-12.7}\approx3\times10^{-6}$. The slowest solution is a purely imaginary $s$ at $\Gamma$, so it depends on the energy above the top of the valence band, which the model gap underestimates. Raising the energy by 0.3 eV, roughly the gap error, changes the constant to 1.40 nm⁻¹ and the factor to about $9\times10^{-7}$. In silicon of unlimited thickness with flat bands, such an electron is totally reflected as long as it keeps its energy and its parallel wave vector.

The converse is weaker. A real $s$ on (001) means that transmission is allowed by the conservation laws, not that it is large. The silicide must have a state at the same energy and $\mathbf k_\parallel$, and the two wave functions must match at the interface. For (111), the corresponding question is whether the silicide has states near the six projected valleys, $0.853\times9.448=8.06$ nm⁻¹ from $\bar\Gamma$. Neither point is decided by the silicon bands.

A smooth band bending in the silicon leaves $\mathbf k_\parallel$ conserved, because its potential depends on depth alone. It shifts the local band edges together. Total reflection at $\bar\Gamma$ on (111) also requires that the bands neither rise by more than about the band gap nor fall by more than about $\Delta$ inside the silicon. In the first case, the electron can in principle tunnel to empty valence states near $\Gamma$, which lie on the same rod. In the second, it can in principle tunnel to states near L. For the states near L to begin within about 3 nm of the interface, the bands would have to drop by about 1 eV over that distance. This means an average field of more than 3 MV/cm. In lightly doped silicon, breakdown sets in at much smaller fields. A heavily doped contact is different: in a fully depleted layer with $N=10^{20}$ donors per cm³ and a permittivity $\varepsilon$ of 11.7 times the vacuum value, a potential drop $\varphi=1.06$ V takes a width of only $\sqrt{2\varepsilon\varphi/(eN)}\approx3.7$ nm, where $e$ is the elementary charge. Under reverse bias, states near L can therefore begin within a few nanometres of the interface in such a contact. The width alone does not tell how likely an electron is to tunnel to them, and this probability is not calculated here. Thermal excitation over the step is negligible in the model: the Boltzmann factor for an energy $\Delta$ above the minimum is $e^{-1.055/0.02585}\approx2\times10^{-18}$. It is very sensitive to the band energies. An error of 0.3 eV would change the exponent by almost 12, or five powers of ten, without making the factor significant.

The valleys have a finite width, which must be compared with their distance from $\bar\Gamma$. An energy $\epsilon$ above the minimum corresponds to a half-width $\sqrt{m_p\epsilon/U}$ along $\bar\Gamma$–$\bar{\mathrm M}$. For $\epsilon=k_BT$ this is

$$
\sqrt{\frac{0.643\times0.02585}{5.101}}\times11.571\ \text{nm}^{-1}=0.66\ \text{nm}^{-1}.
$$

In a heavily doped contact the Fermi energy can matter more. Take $10^{20}$ electrons per cm³, or $N=0.1$ nm⁻³, shared equally by six valleys. At zero temperature each valley fills an ellipsoid. Stretching its axes at constant volume turns it into a sphere of radius $q_F$ with the mass $m_d=(m_lm_t^2)^{1/3}$. With two spin states per wave vector, and $q_F$ in ordinary units of inverse length,

$$
\frac N6=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}\,q_F^3=\frac{q_F^3}{3\pi^2},
\qquad q_F=\left(\frac{3\pi^2N}{6}\right)^{1/3}=0.79\ \text{nm}^{-1}.
$$

The masses give $m_d=0.310$. The Fermi energy above $E_{\min}$ is then $U(q_F/11.571\ \text{nm}^{-1})^2/m_d=0.077$ eV, and the half-width becomes 1.14 nm⁻¹. This is 14 % of the distance to $\bar\Gamma$, so the occupied regions stay well away from the zone centre. At 300 K the edge of this region is blurred, since $k_BT$ is a third of the Fermi energy.

A more serious limitation is the assumed 1×1 period. If the interface has a $p\times p$ period, the vectors $\mathbf g/p$ also become available. On (111) a valley lies at $\tfrac12\kappa\,\mathbf b_1=0.426\,\mathbf b_1$. For $p=2$ the nearest point of the finer lattice is $\tfrac12\mathbf b_1$, which leaves a distance of 1.39 nm⁻¹ (1.38 nm⁻¹ with a converged basis). For $p=7$ the nearest is $\tfrac37\mathbf b_1=0.429\,\mathbf b_1$, and the distance drops to about 0.04 nm⁻¹ (0.03 nm⁻¹ with a converged basis, since this small difference is sensitive to $\kappa$), far less than the thermal half-width. With such a period, the conservation law would no longer keep the valleys away from $\bar\Gamma$. How strongly they couple would depend on the size of the corresponding Fourier component of the interface potential. On (001), a 2×1 period adds half of $\mathbf b_1$ or of $\mathbf b_2$. Both components of the added points are half-integers, whereas an in-plane valley has one component equal to zero, so no further valley reaches $\bar\Gamma$.

The real case closest to the model is a thin epitaxial film of CoSi₂ or NiSi₂ on silicon. Both have a cubic lattice close to that of silicon, and the misfit of CoSi₂ is roughly 1.2 %. An electron density of $10^{20}$ cm⁻³ is in the range of heavily doped contacts. A film that is fully strained to the substrate satisfies the assumption of a common lateral period. In a relaxed film, the reciprocal vectors of the two crystals differ by about 1.2 % of $|\mathbf b_1|$, or 0.23 nm⁻¹. Bridging 8.06 nm⁻¹ with such steps would take about 35 of them, so misfit alone mainly broadens the rule unless very high Fourier components are strong.

Atomic steps, interface roughness and individual dopant atoms break the lateral symmetry without any fixed period and can supply any $\mathbf k_\parallel$. Their effect on the current is not calculated here. Phonons do the same, while the electron gains or loses a small energy. For a phonon energy of roughly 60 meV, the thermal occupation at 300 K is

$$
\frac{1}{e^{0.060/0.02585}-1}=0.11 .
$$

Absorption is weighted by 0.11 and emission by 1.11, but emission requires an electron with at least the phonon energy above the edge it enters. Phonon-assisted entry into (111) silicon therefore cannot be dismissed on the ground that phonons are frozen out. The step of about 1 eV at $\bar\Gamma$ thus applies to electrons whose parallel wave vector is close to zero and which cross elastically at an ordered 1×1 interface. At other parallel wave vectors the height of the projected edge takes its place, and this edge comes down to $E_{\min}$ only at the projected valleys. The step should not be added to the measured Schottky barrier height of a (111) contact, because electrons that arrive near the projected valleys, or are scattered there, can enter silicon at $E_{\min}$ without crossing this step. The main computed values are listed in the numerical output below.

## Computed values

```
Lattice constant (input, rough): 0.543 nm
Wave-vector unit 2pi/a: 11.571 nm^-1
Kinetic energy at one unit: 5.101 eV
Temperature (input): 300 K; kT = 0.02585 eV
Form factors (input), G^2 = 3, 8, 11: -0.21 0.04 0.08 Ry
Plane waves in the basis: 113
Valley position kappa: 0.8527 (2pi/a)
Computed indirect gap: 0.824 eV
Longitudinal mass: 0.872 m_e; transverse mass: 0.185 m_e
(001) zone area: 2.0000 (2pi/a)^2; rod length: 2.0000 (2pi/a)
(111) zone area: 2.3094 (2pi/a)^2; rod length: 1.7321 (2pi/a)
(001) valleys at centre: 2; distinct points: 5
(111) valleys at centre: 0; distinct points: 6
(001) distance centre to M: 11.571 nm^-1
(111) distance centre to M: 9.448 nm^-1
(001) in-plane valleys, distance from centre: 9.867 nm^-1
(111) all valleys, distance from centre: 8.056 nm^-1
Projected edge above band minimum, centre to M [eV]:
 fraction   (001)   (111)
   0.0     0.000   1.055
   0.2     0.950   1.731
   0.4     1.079   0.998
   0.6     0.355   0.325
   0.8     0.016   0.015
   1.0     0.126   0.114
(111) step at centre: 1.055 eV
(111) centre-rod minimum, fraction of rod: 0.501
(111) free search, valley at fraction of centre-M: 0.8527
(111) projected mass, formula: 0.643 m_e
(111) projected mass, from bands: 0.643 m_e
Boltzmann factor of the (111) step: 1.9e-18
(111) slowest decay constant at centre, kT above minimum: 1.270 nm^-1
(111) intensity decay length: 0.394 nm
(111) intensity left after 5 nm: 3.0e-06
Thermal half-width of projected valley: 0.661 nm^-1
Electron density (input): 1.0e+20 cm^-3
Fermi energy above minimum at 0 K: 0.0768 eV
Fermi half-width of projected valley: 1.139 nm^-1
Misfit (input, rough): 1.2 %
Misfit wave vector, relaxed silicide: 0.227 nm^-1
(111) 2x2 period, valley to centre: 1.392 nm^-1
(111) 7x7 period, valley to centre: 0.042 nm^-1
Phonon energy (input, rough): 0.060 eV
Phonon occupation: 0.109
```
